\section*{Why PAW Needs No Separate Ewald Sum for the Nuclei}

\section{What scale and symmetry already fix}

Place charges $\pm q$ on a rock-salt lattice with neighbour distance $d$. In Hartree atomic units an energy is a squared charge divided by a length. The Coulomb energy is quadratic in the charges, and for point ions $d$ is the sole length. Without the infinite self-energies, the energy per ion pair must therefore be
\begin{equation}
E_{\rm pair}=-M\frac{q^2}{d},
\end{equation}
with a pure number $M$, the Madelung constant.

Now give each ion a spherical Gaussian profile
\begin{equation}
g_\alpha(r)=\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha r^2}.
\end{equation}
There is a second length, $\alpha^{-1/2}$. An isolated ion does not know $d$, so its self-energy is a number times $q^2\sqrt\alpha$. Spherical charges that do not overlap interact as points, so their mutual energy does not know $\alpha$. Up to overlap,
\begin{equation}
E_{\rm pair}=2c\,q^2\sqrt\alpha-M\frac{q^2}{d}.
\label{eq:scale}
\end{equation}
A smooth charge thus carries the whole lattice energy plus a term belonging to single atoms. The projector augmented-wave (PAW) method has a place for each: a smooth periodic density and one-sphere corrections.

\section{The conventional contributions}

Electrons are counted as positive charge and a nucleus as $-Z_a$; reversing all signs leaves the energy unchanged. The total density of a neutral cell of volume $V$ is
\begin{equation}
\rho=n-\sum_a Z_a\delta(\mathbf r-\mathbf R_a).
\end{equation}
Let $\rho(\mathbf G)=\int_V\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Poisson's equation gives $v(\mathbf G)=4\pi\rho(\mathbf G)/G^2$. Inserting this in $\frac12\int_V\rho v$, with a factor $1/V$ from Parseval's theorem, yields
\begin{equation}
E=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.
\label{eq:recip}
\end{equation}

\subsection{Small $G$: neutrality}

With $N$ electrons and nuclear charge $Z$ per cell, the leading small-$G$ parts of the electron--electron, electron--nucleus and nucleus--nucleus terms are
\begin{equation}
\frac{2\pi}{VG^2}\left(N^2-2NZ+Z^2\right)=\frac{2\pi}{VG^2}(N-Z)^2 .
\end{equation}
Each diverges; their sum vanishes for $N=Z$. If the cell has a dipole, $\rho(\mathbf G)$ is linear in $\mathbf G$ and the limit of $|\rho|^2/G^2$ depends on direction. Omitting $\mathbf G=0$ then selects conducting boundary conditions. The dipole belongs to the chosen cell, not to the crystal. The primitive rock-salt cell, one ion pair at distance $d$ in a volume $2d^3$, has a dipole $p=qd$. A direct sum over a growing sphere of such cells adds the surface term $2\pi p^2/(3V)=\pi q^2/(3d)$ per pair and gives $M=0.7004$ instead of $1.7476$. The periodic models below have inversion symmetry, so a cell centred on an inversion centre, with boundary charges shared, has no dipole, and for that cell the omitted term is zero.

\subsection{Large $G$: smoothness}

For point charges the terms of Eq.~\eqref{eq:recip} do not decay fast enough. The self-interaction of one charge $q$, summed up to $G_c$, is
\begin{equation}
\frac{2\pi q^2}{V}\,\frac{V}{(2\pi)^3}\int_0^{G_c}\frac{4\pi G^2}{G^2}\,dG=\frac{q^2G_c}{\pi},
\label{eq:growth}
\end{equation}
where the sum over $\mathbf G$ became an integral with density $V/(2\pi)^3$. This replacement gives the leading growth at large $G_c$, not the exact value of the sum. For unit point ions on the rock-salt lattice with $d=5$ bohr, the full reciprocal sum grows between cutoffs of 15 and 30 bohr$^{-1}$ with slope $0.3189$ hartree\,bohr per ion, against $1/\pi=0.3183$. Discrete shells make the growth uneven: cutoffs of 10 and 20 give $0.3158$, and 20 and 40 give $0.3177$.

The nuclear term has both troubles. For the first, its $\mathbf G=0$ term is omitted together with those of the other two terms, as overall neutrality allows. Ewald's method cures the second by replacing points with Gaussians, subtracting self-energies and adding a short-ranged real-space sum. PAW makes the same replacement for the complete neutral charge.

\section{The PAW contributions}

Write the electron density as
\begin{equation}
n=\tilde n+\sum_a(n^a-\tilde n^a),
\end{equation}
where each difference is confined to the augmentation sphere of atom $a$. The spheres do not overlap, and $\tilde n=\tilde n^a$ inside sphere $a$, as holds for a complete partial-wave expansion. Add a compensation charge $\hat n=\sum_a g^a$, with $g^a$ inside the same sphere, and define
\begin{equation}
\tilde\rho=\tilde n+\hat n,\qquad
D^a=n^a-\tilde n^a-Z_a\delta(\mathbf r-\mathbf R_a)-g^a .
\end{equation}
Subtracting $\tilde\rho$ from $\rho$ gives $\rho=\tilde\rho+\sum_aD^a$.

\subsection{Interactions between spheres}

Measure $\mathbf r$ from $\mathbf R_a$. Outside the sphere, the expansion of $1/|\mathbf r-\mathbf r'|$ for $r>r'$ gives
\begin{equation}
v_{D^a}(\mathbf r)=\sum_{lm}\frac{4\pi}{2l+1}\frac{Q^a_{lm}}{r^{l+1}}Y_{lm}(\hat{\mathbf r}),
\qquad Q^a_{lm}=\int D^a r^lY_{lm}\,d^3r,
\end{equation}
with real spherical harmonics. Choose $g^a$ to have every multipole moment of $n^a-\tilde n^a-Z_a\delta$. Then all $Q^a_{lm}=0$, and the potential outside vanishes.

Higher moments matter when the atomic density is not spherical. For the test charge $(1-r^2)^2\,[0.5+0.7\,rP_1(\cos\theta)+r^2P_2(\cos\theta)]$ in a sphere of radius 1 bohr, with $P_l$ the Legendre polynomials, the potential at a point 1.5 bohr from the centre at $\theta=0.7$ rad falls from $0.348$ to $0.029$ hartree$/e$ when the monopole is matched, and to $0.003$ when the dipole is matched too. Matching all three components leaves rounding error. Leaving nonzero moments unmatched therefore leaves a potential outside the sphere, through which atoms still interact.

\subsection{What remains in each sphere}

Let $(f|g)$ denote the double Coulomb integral, taken per cell for periodic densities. By its symmetry,
\begin{equation}
E=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a(D^a|\tilde\rho)+\tfrac12\sum_{ab}(D^a|D^b)'.
\end{equation}
The prime omits the infinite nuclear self-energies. Terms with $a\ne b$, periodic images included, vanish because $v_{D^a}=0$ in other spheres. For the same reason $(D^a|\tilde\rho)$ needs only $\tilde\rho^a=\tilde n^a+g^a$, the part inside sphere $a$.

The periodic potential with zero average differs from the sum of these localized potentials by a constant. That constant multiplies $\int_V\tilde\rho$ or $\int D^a$, both zero. Hence
\begin{align}
E&=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a\Delta E^a,\label{eq:paw}\\
\Delta E^a&=(D^a|\tilde\rho^a)+\tfrac12(D^a|D^a)' .
\end{align}
With $\rho^a=\tilde\rho^a+D^a$, expanding the square shows that $\Delta E^a=\frac12(\rho^a|\rho^a)'-\frac12(\tilde\rho^a|\tilde\rho^a)$. It contains no distance to another atom. The interatomic Coulomb energy is in the first term of Eq.~\eqref{eq:paw}, evaluated by Eq.~\eqref{eq:recip} with a smooth $\tilde\rho$ and $\tilde\rho(0)=0$.

\subsection{If the nuclei are left out of $\hat n$}

Suppose the compensation charge matches $n^a-\tilde n^a$ alone. The smooth density, now called $\tilde\rho_e$, has charge $\sum_aZ_a$ per cell. With $\nu=-\sum_aZ_a\delta(\mathbf r-\mathbf R_a)$, the periodic part of the energy becomes
\begin{equation}
\tfrac12(\tilde\rho_e|\tilde\rho_e)+(\tilde\rho_e|\nu)+\tfrac12(\nu|\nu)'.
\end{equation}
The last term is a lattice sum over point nuclei, and Ewald's method returns. Its absence from Eq.~\eqref{eq:paw} results from how the charge is grouped; the interaction between nuclei has not been neglected.

\section{Gaussian ions: weighing Ewald's parts}

\subsection{Pair and self-energy}

The potential of $g_\gamma$ is $v=\operatorname{erf}(\sqrt\gamma r)/r$. To verify this, differentiate $rv$ twice:
\begin{equation}
(rv)''=\frac{d}{dr}\left(2\sqrt{\frac{\gamma}{\pi}}\,e^{-\gamma r^2}\right)
=-\frac{4\gamma^{3/2}}{\sqrt\pi}\,r e^{-\gamma r^2}=-4\pi r g_\gamma .
\end{equation}
This is the radial Poisson equation; $rv$ vanishes at the origin and tends to 1 far away, as a unit charge requires.

The Fourier transform of $g_\alpha$ is $e^{-G^2/4\alpha}$. Two such profiles contribute the product $e^{-G^2/2\alpha}$, the transform of one Gaussian with exponent $\alpha/2$. Two unit Gaussians at distance $R$ therefore have the energy $\operatorname{erf}(\sqrt{\alpha/2}\,R)/R$. Since $\operatorname{erf}x\simeq2x/\sqrt\pi$ at small $x$, half the limit $R\to0$ is the self-energy
\begin{equation}
\frac12\,\frac{2}{\sqrt\pi}\sqrt{\frac{\alpha}{2}}=\sqrt{\frac{\alpha}{2\pi}} .
\end{equation}
This fixes $c=1/\sqrt{2\pi}$ in Eq.~\eqref{eq:scale}.

Replacing a Gaussian pair by a point pair adds $[1-\operatorname{erf}(\sqrt{\alpha/2}\,R)]/R$ per unit charges. For a neutral cell,
\begin{equation}
E_{\rm point}=E_G-\sum_iq_i^2\sqrt{\frac{\alpha}{2\pi}}
+\frac12\sum_{i,j}{}'q_iq_j\frac{\operatorname{erfc}(\sqrt{\alpha/2}\,R_{ij})}{R_{ij}} .
\label{eq:ewald}
\end{equation}
Here $i$ runs over one cell, $j$ over all cells, and the prime excludes an ion paired with itself. $E_G$ is the smooth reciprocal sum. In PAW it corresponds to $\frac12(\tilde\rho|\tilde\rho)$, and the self-energy subtraction belongs to $\Delta E^a$. The last sum is Ewald's real-space part.

\subsection{Rock salt in numbers}

Take $q=1$, $d=5$ bohr and $\alpha=4$ bohr$^{-2}$. For nearest neighbours the argument of erfc is $\sqrt2\times5$. Since $\operatorname{erfc}x\le e^{-x^2}$ for $x\ge0$, the factor is at most $e^{-50}$, and the real-space part is negligible. The other two terms give, per ion pair,
\begin{align}
E_{\rm pair}&=1.246256-1.595769=-0.349513\ \text{hartree},\\
M&=0.349513\times5=1.747565 .
\end{align}
The energy equals $-9.5107$ eV. With unrounded energies $M=1.747564595$. A direct real-space sum for the central ion of a finite neutral cube, with fractional boundary charges, gives $1.747564845$ at half-edge $20d$ and $1.747564610$ at $40d$; the remaining difference is finite-size error.

The smooth reciprocal energy per pair is $1.176143$ hartree at a cutoff of 4 bohr$^{-1}$, $1.246151$ at 8 and $1.246256$ at 12. The point-ion sum at these cutoffs is $2.21$, $4.72$ and $7.29$ hartree, growing as Eq.~\eqref{eq:growth} requires.

\subsection{The price of overlap}

For $\alpha=0.25$ bohr$^{-2}$ the first two terms of Eq.~\eqref{eq:ewald} give $M=1.6764$, which is 4.1\% below the correct value. The ions are still smooth and neutral in total, but they overlap. The real-space sum contributes $-0.014226$ hartree per pair and restores $1.747565$.

Charges of compact support, here with profile proportional to $(1-r^2/r_c^2)^3$ inside a radius $r_c$, need no pair correction as long as their spheres do not overlap. With radius 2.5 bohr the spheres touch and $M=1.747564595$ without any pair correction. With radius 4 bohr they overlap and $M=1.7383$, an error of 0.5\%. In PAW, compensation charges that extend beyond their spheres need short-ranged corrections, both between atoms and with the smooth electrons outside the sphere, unless their tails are negligible.

\section{Adding electrons and nuclei}

The same lattice now carries nuclei $Z_A=3$ and $Z_B=5$, four of each per cell. Localized Gaussian clouds of exponent 12 bohr$^{-2}$ hold $N_A=1.5$ and $N_B=2.5$ electrons per site. A smooth density $0.016-0.010\cos(2\pi x/L)\cos(2\pi y/L)\cos(2\pi z/L)$ bohr$^{-3}$, with cell edge $L=10$ bohr and the origin on an $A$ site, holds 16 electrons per cell. The spheres have radius 2.5 bohr, and the compensation charges are Gaussians of exponent $\alpha$ whose tails beyond that radius are negligible. These clouds play the part of $n^a-\tilde n^a$. The compensation charges are $N_a-Z_a$, or $-1.5$ and $-2.5$, so
\begin{equation}
\int_V\tilde\rho\,d^3r=16+4(-1.5)+4(-2.5)=0 .
\end{equation}
Without the nuclei in $\hat n$, the result would be $16+4(1.5)+4(2.5)=32$.

The energies per cell, in hartree, are as follows.
\begin{center}
\begin{tabular}{lrrrr}
Conventional & $E_{ee}$ & $E_{en}$ & $E_{nn}$ & total\\
 & $38.11$ & $-229.07$ & $-37.72$ & $-228.68$\\[4pt]
PAW & smooth & $A$ spheres & $B$ spheres & total\\
$\alpha=4$ bohr$^{-2}$ & $17.57$ & $-65.14$ & $-181.11$ & $-228.68$\\
$\alpha=6$ bohr$^{-2}$ & $23.59$ & $-66.75$ & $-185.52$ & $-228.68$
\end{tabular}
\end{center}
$E_{nn}$ comes from an Ewald sum. The nuclei alone have a total charge of magnitude $Q=\sum_aZ_a$ per cell, so Eq.~\eqref{eq:ewald} gains the constant $-\pi Q^2/(\alpha V)$, which removes the $\mathbf G=0$ part of the real-space sum. $E_{nn}$ is negative although the nuclei repel, because omitting $\mathbf G=0$ adds a uniform neutralizing background to that term. Narrowing the compensation charge raises the smooth energy by $6.02$ hartree and lowers the sphere terms by the same amount. The individual PAW terms depend on this choice; the total does not. The three totals agree within the tested tolerance of $10^{-7}$ hartree.

Finally, move $0.1$ electron charge of compensation from each $B$ site to an $A$ site. The density $\tilde\rho$ stays smooth and neutral, yet Eq.~\eqref{eq:paw} is now wrong by $-0.076$ hartree per cell relative to the conventional total. The differences $D^a$ have acquired monopoles, whose potentials reach beyond their spheres. Their interactions with each other and with the smooth charge outside their own spheres are missing. Smoothness and neutrality make the reciprocal sum usable; matching the moments in each sphere makes it the right sum. In a charged cell $\tilde\rho(0)\ne0$, and a neutralizing background, or another boundary condition, must still be specified. A uniform background must also be counted in $\tilde\rho^a$ inside each sphere. With one electron per cell removed from the uniform part of the smooth density, leaving the background out of the sphere terms gives $-228.660$ hartree for $\alpha=4$ and $-228.664$ for $\alpha=6$ bohr$^{-2}$, while including it gives $-228.677$ for both.

\section*{Computed results}
\begin{verbatim}
ROCK SALT, IONS OF CHARGE +1 AND -1
neighbour distance d = 5.0 bohr; cell edge = 10.0 bohr
narrow Gaussian exponent = 4.00 bohr^-2
smooth energy per ion pair = 1.246256203 hartree
self-energy per ion pair = 1.595769122 hartree
Madelung energy per ion pair = -0.349512919 hartree
the same energy = -9.510731 eV
Madelung constant, narrow Gaussians = 1.747564595 (no unit)
Madelung constant, direct cubes = 1.747564610 (no unit)
wide Gaussian exponent = 0.25 bohr^-2
Madelung constant, wide, unrepaired = 1.676434368 (no unit)
wide overlap repair per pair = -0.014226045 hartree
Madelung constant, wide, repaired = 1.747564595 (no unit)
compact, radius 2.5 bohr: constant = 1.747564595
compact, radius 4.0 bohr: constant = 1.738284399
Reciprocal energy per pair (hartree), narrow Gaussian / point:
  cutoff  4 bohr^-1: 1.176142926 / 2.207353
  cutoff  8 bohr^-1: 1.246151213 / 4.718590
  cutoff 12 bohr^-1: 1.246256200 / 7.290087
  cutoff 16 bohr^-1: 1.246256203 / 9.799266
point-ion growth per ion / cutoff = 0.31894 hartree bohr
expected growth 1/pi = 0.31831 hartree bohr
like charges: potential ratio, doubled cube = 4.0031
MODEL WITH NUCLEI AND ELECTRONS, ENERGIES PER CELL
nuclear charges Z_A, Z_B = 3.0, 5.0 e
localized electrons N_A, N_B = 1.5, 2.5
localized-cloud exponent = 12.0 bohr^-2
smooth electrons per cell = 16.0
smooth density mean, wave = 0.016, -0.010 bohr^-3
compensation A, B = -1.5, -2.5 electron charges
smooth cell charge = 0.000000 electron charges
without nuclei = 32.000000 electron charges
electron-electron = 38.10574402 hartree
electron-nucleus = -229.06717471 hartree
nucleus-nucleus (Ewald) = -37.71545941 hartree
conventional total = -228.67689010 hartree
PAW, compensation exponent 4 bohr^-2 (hartree):
  smooth = 17.57245488; A spheres = -65.14152655
  B spheres = -181.10781843; total = -228.67689010
PAW, compensation exponent 6 bohr^-2 (hartree):
  smooth = 23.59248420; A spheres = -66.74504665
  B spheres = -185.52432765; total = -228.67689010
FFT smooth energy, exponent 4 = 17.57245488 hartree
misplaced charge per site = 0.1 electron charges
resulting error = -0.076311 hartree
Potential at 1.5 sphere radii (sphere radius = 1 bohr), hartree/e:
  uncompensated = 0.347705
  monopole matched = 0.028559
  monopole and dipole matched = 0.003245
  all moments matched, magnitude = 1.5e-15
\end{verbatim}
